# External-Cavity Modes of the Lang-Kobayashi Laser: Ellipse, Multiplicity and Saddles

Q: A mirror placed in front of a laser diode is said to give it a set of "external-cavity modes". Before I accept any statement about them, which equations are you using, and what do they leave out?

A: The Lang-Kobayashi equations for one optical mode of the diode and one delayed reflection. Let \(\omega_0\) be the frequency of the laser without feedback, and write the optical field as \(\mathcal E(t)e^{i\omega_0t}\). Let \(n\) be the carrier number above the solitary threshold, \(g\) the gain coefficient, \(\alpha\) the linewidth enhancement factor, \(\kappa\) the feedback rate and \(\tau\) the external round-trip time. Then

\[
\dot{\mathcal E}=\tfrac12(1+i\alpha)gn\,\mathcal E+\kappa e^{-i\omega_0\tau}\mathcal E(t-\tau),
\]
\[
\dot n=J-J_{th}-\gamma n-(\Gamma_0+gn)|\mathcal E|^2 .
\]

Here \(J-J_{th}\) is the pump rate above threshold, \(\gamma\) the carrier decay rate and \(\Gamma_0\) the photon loss rate. Multiply the second equation by \(g\), and set \(w=gn\), \(E=\sqrt g\,\mathcal E\), \(P=g(J-J_{th})\) and \(\phi_0=\omega_0\tau\):

\[
\dot E=\tfrac12(1+i\alpha)wE+\kappa e^{-i\phi_0}E(t-\tau),
\]
\[
\dot w=P-\gamma w-(\Gamma_0+w)|E|^2 .
\]

Now \(w\) is the excess gain rate, and \(|E|^2\) is also a rate. Repeated reflections, gain saturation, noise and other diode modes are left out, so the results below belong to weak feedback in this model.

Q: What do you call a mode in a nonlinear equation with a delay?

A: A solution with constant intensity, constant carrier number and one frequency:

\[
E=\sqrt I\,e^{i\Delta t},\qquad w=\text{const},\qquad I>0 .
\]

I call it an ECM. Its optical frequency is \(\omega_0+\Delta\). The delayed field is \(\sqrt I\,e^{i\Delta t}e^{-i\Delta\tau}\), so the feedback phase is \(\phi=\phi_0+\Delta\tau\). Dividing the field equation by \(E\) gives

\[
i\Delta=\tfrac12(1+i\alpha)w+\kappa e^{-i\phi}. \tag{1}
\]

Since \(e^{-i\phi}=\cos\phi-i\sin\phi\), the real and imaginary parts are

\[
\frac w2=-\kappa\cos\phi,\qquad \Delta-\frac{\alpha w}{2}=-\kappa\sin\phi. \tag{2}
\]

The first says that feedback in phase with the field (\(\cos\phi>0\)) lowers the gain needed from the carriers. The second gives the frequency shift as a carrier part \(\alpha w/2\) plus a direct part from the reflected field.

Q: Those are two transcendental equations. Why should their solutions lie on a simple curve?

A: Because \(\phi\) can be eliminated without solving for it. Square both equations in (2) and add:

\[
\left(\Delta-\frac{\alpha w}{2}\right)^2+\left(\frac w2\right)^2=\kappa^2. \tag{3}
\]

In the variables \(\Delta-\alpha w/2\) and \(w/2\) this is a circle of radius \(\kappa\). Returning to \((\Delta,w)\) is an invertible linear map, and such a map turns a circle into an ellipse. The delay and the phase \(\phi_0\) do not enter the curve; they select the points on it.

Q: Must the intensity at such a point be positive?

A: That is a separate condition. The carrier equation gives

\[
I=\frac{P-\gamma w}{\Gamma_0+w}.
\]

By (2), \(|w|\le2\kappa\). Hence \(P>2\gamma\kappa\) and \(\Gamma_0>2\kappa\) are sufficient for \(I>0\) everywhere on the ellipse. Closer to threshold, part of the upper ellipse can be lost. I assume both inequalities from here on.

Q: Give me numbers to hold on to.

A: Take round parameters: \(\alpha=3\), \(\kappa=4\ \mathrm{ns^{-1}}\), \(\tau=0.5\) ns, \(\phi_0=0\), \(\Gamma_0=500\ \mathrm{ns^{-1}}\), \(\gamma=1\ \mathrm{ns^{-1}}\) and \(P=500\ \mathrm{ns^{-2}}\). Both inequalities hold, since \(2\kappa=8\ \mathrm{ns^{-1}}\). One ECM has \(\Delta=-12.355\) rad/ns and \(w=-7.955\ \mathrm{ns^{-1}}\). Then \(\Delta-\alpha w/2=-12.355+11.933=-0.422\) and \(w/2=-3.978\), in \(\mathrm{ns^{-1}}\). The squares add to \(0.18+15.82=16.00=\kappa^2\). Its intensity is \(I=507.96/492.04=1.032\ \mathrm{ns^{-1}}\).

As a test, Newton solutions of (1), found without using (3), satisfy the ellipse with a largest error of \(2.5\times10^{-11}\) relative to \(\kappa^2\).

Q: How many points are selected? I have heard that there are several when some number \(C\) exceeds one.

A: Insert \(w/2=-\kappa\cos\phi\) in the second equation of (2):

\[
\Delta=-\kappa(\alpha\cos\phi+\sin\phi).
\]

Let \(a=\arctan\alpha\), so that \(\cos a=1/\sqrt{1+\alpha^2}\) and \(\sin a=\alpha/\sqrt{1+\alpha^2}\). Then

\[
\alpha\cos\phi+\sin\phi=\sqrt{1+\alpha^2}\,(\sin a\cos\phi+\cos a\sin\phi)=\sqrt{1+\alpha^2}\,\sin(\phi+a).
\]

Multiplication by \(\tau\) gives

\[
\Delta\tau=-C\sin(\phi_0+\Delta\tau+a),\qquad C=\kappa\tau\sqrt{1+\alpha^2}. \tag{4}
\]

The square root arises because the reflected field moves the frequency in two ways: directly, in proportion to \(\sin\phi\), and through the carriers, in proportion to \(\alpha\cos\phi\). The two are a quarter period apart in \(\phi\), so their amplitudes combine as the root of a sum of squares.

Q: And the claim that \(C>1\) means several modes?

A: Set \(\psi=\phi_0+\Delta\tau+a\). Equation (4) becomes

\[
h(\psi)\equiv\psi+C\sin\psi=b,\qquad b=\phi_0+a. \tag{5}
\]

The slope is \(h'=1+C\cos\psi\). For \(C\le1\) it is nowhere negative and vanishes at most at isolated points. Thus \(h\) rises strictly from \(-\infty\) to \(+\infty\), and there is exactly one ECM for every phase.

For \(C>1\) the slope is negative wherever \(\cos\psi<-1/C\). A value of \(b\) reached on such a falling piece is also reached on rising pieces before and after it. So \(C>1\) is necessary for several ECMs, but when \(C\) is only slightly above one they exist only for some phases \(\phi_0\).

Q: "Some phases" is vague. How many?

A: The falling piece in \(0<\psi<2\pi\) starts at a maximum of \(h\), where

\[
\psi_+=\pi-\arccos(1/C),\qquad \sin\psi_+=\sqrt{1-1/C^2}.
\]

The value there is \(h_+=\pi-\arccos(1/C)+\sqrt{C^2-1}\). The piece ends at the minimum \(\psi_-=2\pi-\psi_+\), where the sine has the opposite sign, so \(h_-=2\pi-h_+\). The piece therefore covers a window of \(b\) of width

\[
W=h_+-h_-=2\left[\sqrt{C^2-1}-\arccos(1/C)\right]. \tag{6}
\]

Because \(h(\psi+2\pi)=h(\psi)+2\pi\), equal windows repeat at spacing \(2\pi\). Away from folds, the crossings of \(h-b\) through zero alternate in direction, and the first and last are upward. There is thus one more rising crossing than falling ones, and each window containing \(b\) supplies one falling crossing. The number of ECMs is one plus twice the number of windows containing \(b\). A phase lies in \(W/2\pi\) windows on average, hence

\[
\langle N\rangle=1+\frac W\pi. \tag{7}
\]

Q: What happens just above \(C=1\), and when is every phase covered?

A: Put \(C=1/\cos\vartheta\). Then \(W=2(\tan\vartheta-\vartheta)\approx\tfrac23\vartheta^3\) for small \(\vartheta\), while \(C-1\approx\vartheta^2/2\). Therefore

\[
W\approx\frac{4\sqrt2}{3}(C-1)^{3/2}\qquad(C\to1^+).
\]

The window opens slowly. At \(C=1.2\), formula (7) gives \(\langle N\rangle=1.0494\), so several ECMs exist for only \(0.0494/2\), about 2.5%, of the phases.

The windows cover all phases when \(W\) reaches \(2\pi\), that is, when \(\sqrt{C^2-1}-\arccos(1/C)=\pi\). The solution is \(C=4.603\). Above it there are several ECMs at every phase. For large \(C\), \(\arccos(1/C)\to\pi/2\), so \(W\approx2C-\pi\) and \(\langle N\rangle\approx2C/\pi\).

Direct counts over 1200 phases test this. At \(C=4.55\) the smallest count is 1, and at \(C=4.65\) it is 3. The factor \(\sqrt{1+\alpha^2}\) also shows: at \(C=1.2\) the mean count is 1.048 for \(\alpha=3\), \(\kappa\tau=0.379\), and 1.050 for \(\alpha=0\), \(\kappa\tau=1.200\). With \(\alpha=3\), several ECMs thus appear although \(\kappa\tau\) itself is well below one.

Q: And in your example?

A: There \(C=4\times0.5\times3.1623=6.325\). The value \(C=1\) would be reached at \(\kappa=0.632\ \mathrm{ns^{-1}}\). The window width is 9.666 rad, or 1.54 periods of \(2\pi\), so a phase away from folds lies in one or two windows and has three or five ECMs. The mean is 4.08, and the large-\(C\) estimate \(2C/\pi\) gives 4.03. At \(\phi_0=0\) there are five.

Q: Does the laser then emit five frequencies at once?

A: That does not follow. Each ECM is a separate single-frequency solution. "Several modes" here means that several such solutions coexist; which of them can be observed is a question of stability.

Q: Then start with the ones called antimodes. What distinguishes them?

A: An antimode is an ECM on a falling piece of \(h\):

\[
1+C\cos\psi<0. \tag{8}
\]

I shall call the others modes. The definition has a direct meaning on the ellipse. With \(\phi=\psi-a\),

\[
\frac w2=-\kappa\cos(\psi-a)=-\kappa\cos\psi\cos a-\kappa\sin\psi\sin a .
\]

Equation (4) gives \(-\kappa\sin\psi=\Delta/\sqrt{1+\alpha^2}\), so

\[
\frac w2=\frac{\alpha\Delta}{1+\alpha^2}-\frac{\kappa\cos\psi}{\sqrt{1+\alpha^2}} .
\]

Subtract \(1/[\tau(1+\alpha^2)]\) and use \(\kappa\sqrt{1+\alpha^2}=C/\tau\):

\[
\frac w2-\frac{\alpha\Delta+1/\tau}{1+\alpha^2}=-\frac{1+C\cos\psi}{\tau(1+\alpha^2)}. \tag{9}
\]

Antimodes are therefore the ECMs above the straight chord \(w/2=(\alpha\Delta+1/\tau)/(1+\alpha^2)\). For a given \(\Delta\), they lie on the branch with the higher carrier number. As \(\tau\to\infty\) at fixed \(\kappa\), the chord approaches a diameter and the antimode arc approaches half of the ellipse.

Q: So an antimode is simply a state with \(w>0\), where the feedback is destructive?

A: No. Even at \(\alpha=0\) the chord lies at \(w=2/\tau\), so states with \(0<w<2/\tau\) are modes. When \(\alpha\ne0\) the chord is also tilted, and an antimode can have \(w<0\). In the example one antimode has \(\Delta=-10.840\) rad/ns and \(w=-5.200\ \mathrm{ns^{-1}}\). The chord at that frequency is at \((-32.52+2)/10=-3.052\ \mathrm{ns^{-1}}\), and \(w/2=-2.600\ \mathrm{ns^{-1}}\) lies 0.452 above it. Conversely, one mode has \(w=+3.287\ \mathrm{ns^{-1}}\).

Q: A negative slope in a root-finding equation is not yet an instability. Where are the dynamics?

A: Disturb the ECM by a small complex \(u\) and a small real \(\delta w\):

\[
E=\sqrt I\,e^{i\Delta t}(1+u),\qquad u=\rho+i\theta .
\]

Here \(\rho\) is the relative amplitude change and \(\theta\) the phase change. After division by \(\sqrt I\,e^{i\Delta t}\) the field equation reads

\[
i\Delta(1+u)+\dot u=\tfrac12(1+i\alpha)(w+\delta w)(1+u)+\kappa e^{-i\phi}(1+u_\tau),
\]

with \(u_\tau=u(t-\tau)\). Subtract (1) multiplied by \(1+u\), and drop the product \(u\,\delta w\):

\[
\dot u=\tfrac12(1+i\alpha)\delta w+\kappa e^{-i\phi}(u_\tau-u).
\]

In the carrier equation \(|1+u|^2\approx1+2\rho\), so

\[
\dot{\delta w}=-(\gamma+I)\delta w-2(\Gamma_0+w)I\rho .
\]

Let \(\rho,\theta,\delta w\) vary as \(e^{\lambda t}\), with amplitudes that may be complex. Then \(\kappa(u_\tau-u)\) becomes \(-Du\), where \(D=\kappa(1-e^{-\lambda\tau})\). With \(c=\cos\phi\) and \(s=\sin\phi\), the product \((c-is)(\rho+i\theta)\) has the parts \(c\rho+s\theta\) and \(c\theta-s\rho\). Thus

\[
(\lambda+cD)\rho+sD\theta=\tfrac12\delta w,
\]
\[
-sD\rho+(\lambda+cD)\theta=\tfrac12\alpha\,\delta w,
\]
\[
(\lambda+\gamma+I)\delta w=-2(\Gamma_0+w)I\rho .
\]

Solving the first two for \(\rho\) gives

\[
\left[(\lambda+cD)^2+s^2D^2\right]\rho=\tfrac12\left[\lambda+cD-\alpha sD\right]\delta w .
\]

Insert this in the third, with \(\Omega^2=(\Gamma_0+w)I\) and \(c^2+s^2=1\). The result is the determinant condition \(\chi(\lambda)=0\), where

\[
\chi=(\lambda+\gamma+I)(\lambda^2+2\lambda cD+D^2)+\Omega^2\left[\lambda+D(c-\alpha s)\right]. \tag{10}
\]

Q: At \(\lambda=0\) we have \(D=0\), so \(\chi=0\) for every ECM. Is everything marginal?

A: That root expresses the free choice of the overall optical phase. Remove it by studying \(f(\lambda)=\chi(\lambda)/\lambda\). For small \(\lambda\), \(D\approx\kappa\tau\lambda\), so the first term of (10) is of second order and

\[
f(0)=\Omega^2\left[1+\kappa\tau(c-\alpha s)\right].
\]

Since \(\cos(\phi+a)=(c-\alpha s)/\sqrt{1+\alpha^2}\), this is

\[
f(0)=\Omega^2(1+C\cos\psi). \tag{11}
\]

The slope of \(h\) has reappeared in the dynamics. For an antimode \(f(0)<0\). For \(\lambda\to+\infty\), \(D\to\kappa\) and \(f\approx\lambda^2\to+\infty\). Since \(f\) is continuous, it vanishes at some real \(\lambda>0\). Every antimode is therefore unstable.

Q: Unstable, yes. But a saddle also needs directions that lead inwards.

A: There are infinitely many. For \(\mathrm{Re}\,\lambda\ge0\) we have \(|D|\le2\kappa\), so \(\lambda^3\) dominates \(\chi\) outside some finite radius. Within that radius an entire function that is not identically zero has finitely many zeros. Hence finitely many eigenvalues have \(\mathrm{Re}\,\lambda\ge0\).

The total number, however, is infinite. The function \(\chi\) is entire and of order one. By Hadamard's theorem, if it had finitely many zeros it would be a polynomial times a single exponential \(e^{\beta\lambda}\). But \(\chi\) contains a cubic polynomial without an exponential and also the term \(\kappa^2(\lambda+\gamma+I)e^{-2\lambda\tau}\), and these cannot be merged into one exponential. So infinitely many eigenvalues have \(\mathrm{Re}\,\lambda<0\), and the antimode has both growing and decaying directions.

Q: Is there exactly one growing direction?

A: Not in general. What the sign change fixes is the parity. Counted with multiplicity, \(f\) has an odd number of positive real roots when \(f(0)<0\) and an even number when \(f(0)>0\). The other unstable eigenvalues come in complex-conjugate pairs, because \(\chi\) is real for real \(\lambda\). An antimode thus has an odd number of unstable eigenvalues and a mode an even number, possibly zero. In a random sample of 80 lasers, 80 of the 85 antimodes had one unstable eigenvalue and five had three or more. For every ECM in the sample, the number of unstable eigenvalues was odd exactly when the ECM lay above the chord, as the parity rule and (9) together require.

Q: What pushes the laser away from an antimode physically?

A: The limit of large \(\Omega\) at fixed \(\gamma+I\) shows it. With \(\lambda\) and \(\delta w\) finite, the carrier equation then forces \(\rho\to0\), and the phase is left alone. The first two linear equations become \(\delta w/2=sD\theta\) and \((\lambda+cD)\theta=\alpha sD\theta\), so

\[
\lambda=K(1-e^{-\lambda\tau}),\qquad K=-\kappa(c-\alpha s). \tag{12}
\]

This corresponds to \(\dot\theta=K(\theta-\theta_\tau)\). If the phase has advanced over one round trip, the feedback raises the frequency further when \(K>0\). The right side of (12) is concave in \(\lambda\) for \(K>0\) and starts with slope \(K\tau\), so a positive root exists if \(K\tau>1\) and not otherwise. That is condition (8) again.

For the antimode at \(\Delta=-10.840\) rad/ns, the slope \(1+C\cos\psi\) is \(-2.259\), so \(K=3.259/0.5=6.52\ \mathrm{ns^{-1}}\), and (12) gives \(\lambda\approx6.23\ \mathrm{ns^{-1}}\). The full equation (10) gives \(5.106\ \mathrm{ns^{-1}}\). The phase picture has the right mechanism but is 22% too high relative to the full root, because \(\Omega\) is finite.

Q: Have you watched the laser leave?

A: Yes, in a time integration of the original delay equations. Two runs start on opposite sides of this antimode, along its real unstable direction. Their separation grows at \(5.106\ \mathrm{ns^{-1}}\), in agreement with the root of (10). For the second antimode both values are \(10.105\ \mathrm{ns^{-1}}\).

Q: Then the modes, at least, are the stable states?

A: No. A positive \(f(0)\) permits an even number of unstable eigenvalues; it does not require zero. The five ECMs of the example are:

| \(\Delta\) (rad/ns) | \(w\) (ns⁻¹) | \(1+C\cos\psi\) | Unstable | Type |
|---:|---:|---:|---:|:---|
| −12.355 | −7.955 | 2.356 | 0 | mode |
| −10.840 | −5.200 | −2.259 | 1 | antimode |
| −2.156 | −3.786 | 7.232 | 2 | mode |
| 4.515 | 5.072 | −4.908 | 1 | antimode |
| 8.578 | 3.287 | 5.648 | 2 | mode |

Only the mode with the lowest carrier number is stable here. After a 1% kick to its field, the integrated laser is back at \(\Delta=-12.355\) rad/ns after 40 ns. In the random sample, 117 of 165 modes were unstable. That fraction depends on the parameters sampled and is no general property, but it rules out reading "mode" as "stable".

Q: What happens at the border between the two types?

A: There \(1+C\cos\psi=0\). For \(C>1\) this is a fold of \(h\), where a mode and an antimode merge. At \(C=1\) the slope only touches zero, and there is no antimode. By (11), \(f(0)\) vanishes, so a second eigenvalue reaches zero beside the one from phase symmetry. To follow it, keep \(D\approx\kappa\tau\lambda-\tfrac12\kappa\tau^2\lambda^2\) in (10). This gives \(f'(0)=(\gamma+I)(1+2c\kappa\tau+\kappa^2\tau^2)-\tfrac12\Omega^2\kappa\tau^2(c-\alpha s)\). At the fold \(\kappa\tau(c-\alpha s)=-1\), and \(1+2c\kappa\tau+\kappa^2\tau^2=(1+c\kappa\tau)^2+(s\kappa\tau)^2\ge0\), so \(f'(0)\ge\tfrac12\Omega^2\tau>0\). Close to the fold the eigenvalue is therefore

\[
\lambda\approx-\frac{f(0)}{f'(0)} .
\]

It is positive on the antimode and negative on the mode. If no other eigenvalue lies on the imaginary axis, the antimode has exactly one unstable eigenvalue more than its partner. When the mode is born stable, its partner is then a saddle with one growing direction: a saddle-node bifurcation. At the fold itself, if no eigenvalue has a positive real part, the linear argument does not decide stability. The remaining counts and checks are in the numerical output below.

## Calculated quantities

```
alpha = 3.0, kappa = 4.0 /ns, tau = 0.50 ns, phi0 = 0.0 rad
Gamma0 = 500 /ns, gamma = 1.0 /ns, P = 500 /ns^2
kappa*tau = 2.000, sqrt(1+alpha^2) = 3.1623, C = 6.3246
feedback rate at C = 1: 0.6325 /ns
ellipse: largest |Delta| = 12.649 rad/ns = 2.013 GHz
ellipse: largest |w| = 8.000 /ns
largest relative ellipse error, Newton solutions: 2.5e-11
C above which every phase has several ECMs: 4.6033
window width and mean ECM number in the example: 9.6660 rad, 4.0768
ECM counts over 1200 phases (kt = kappa*tau):
 C=0.95 alpha=3 kt=0.300: min 1 max 1 mean 1.0000 formula 1.0000
 C=1.20 alpha=3 kt=0.379: min 1 max 3 mean 1.0483 formula 1.0494
 C=1.20 alpha=0 kt=1.200: min 1 max 3 mean 1.0500 formula 1.0494
 C=3.00 alpha=5 kt=0.588: min 1 max 3 mean 2.0167 formula 2.0170
 C=4.55 alpha=3 kt=1.439: min 1 max 3 mean 2.9667 formula 2.9669
 C=4.65 alpha=3 kt=1.470: min 3 max 5 mean 3.0283 formula 3.0290
 C=9.00 alpha=1 kt=6.364: min 5 max 7 mean 5.7650 formula 5.7650
ECMs: Delta rad/ns, w /ns, I /ns, slope, height over chord /ns,
      number of unstable eigenvalues, largest real part /ns
 -12.3550  -7.9554  1.0323   2.3559  -0.4712  0  -0.5313 mode
 -10.8400  -5.2003  1.0210  -2.2594   0.4519  1   5.1061 antimode
  -2.1556  -3.7862  1.0153   7.2320  -1.4464  2   2.7733 mode
   4.5151   5.0722  0.9799  -4.9079   0.9816  1  10.1049 antimode
   8.5778   3.2874  0.9869   5.6481  -1.1296  2   4.6079 mode
antimode Delta=-10.8400 rad/ns: root 5.10607 /ns, simulated 5.10608 /ns
antimode Delta=4.5151 rad/ns: root 10.10487 /ns, simulated 10.10486 /ns
after a 1 % field kick and 40 ns: Delta=-12.3550 rad/ns, w=-7.9554 /ns
random scan of 80 lasers: 165 modes, 85 antimodes
 modes stable: 48, modes unstable: 117
 antimodes with one unstable eigenvalue: 80, with three or more: 5
```
